# Why equal optical dose can give unequal two-photon exposure

**Question**

I write structures in a negative resist with a focused laser at 780 nm. The photoinitiator hardly absorbs one photon at this wavelength, so it is excited by two. I have two pulse settings, 100 fs and 10 ps. Both deliver 25 pJ per pulse, 1000 pulses per spot and the same focal spot, so the optical dose in J/cm² is the same.

I expected equal exposure. The same number of photons arrives, and the weaker pulse makes up for its weakness by lasting longer. Is that right? If not, how much must I change the energy or the pulse count to compensate, and does the answer keep changing as the pulse gets shorter?

**Answer**

Your compensation argument holds for one-photon absorption, whose rate is proportional to the intensity $I$. The integrated rate is then proportional to the dose

$$F=\int I\,dt .$$

A two-photon rate is usually proportional to $I^2$. Take a flat pulse, double its intensity and halve its duration. The dose is unchanged, but the rate is four times larger for half the time, so the excitation doubles. The quantity to compare is

$$X=\int I^2\,dt .$$

For your settings this favours the 100 fs pulse by a factor of 100. The rule has limits, however, and one of them answers your last question. They appear when the rate is derived instead of assumed.

**From the field to the excitation probability**

I use atomic units in the algebra. Let the molecule have a ground state $g$, an intermediate state $i$ and a final state $f$, with dipole matrix elements $\mu_1$ for $g$–$i$ and $\mu_2$ for $i$–$f$. The field is $\varepsilon(t)\cos\omega t$ with a real, slowly varying envelope. Two photons are resonant, $E_f-E_g=2\omega$, while one photon misses the intermediate state by $\Delta=E_i-E_g-\omega$.

Put $E_g=0$ and write the state as $c_g|g\rangle+c_ie^{-i\omega t}|i\rangle+c_fe^{-2i\omega t}|f\rangle$. The interaction is minus dipole times field. The cosine is half the sum of two exponentials; keeping the terms that do not oscillate rapidly gives

$$i\dot c_i=\Delta c_i-\tfrac12\mu_1\varepsilon c_g-\tfrac12\mu_2\varepsilon c_f,\qquad i\dot c_f=-\tfrac12\mu_2\varepsilon c_i .$$

For weak excitation, $c_g\approx1$ and $c_f$ is small. If the envelope changes little during a time $1/\Delta$, $\dot c_i$ is negligible beside $\Delta c_i$, so $c_i\approx\mu_1\varepsilon/(2\Delta)$. Inserting this in the second equation gives

$$i\dot c_f=W(t),\qquad W=-\frac{\mu_1\mu_2\varepsilon^2}{4\Delta}.$$

The amplitude for two-photon excitation is thus driven by the square of the field. Since $I=c\,\varepsilon^2/(8\pi)$,

$$|W|=\kappa I,\qquad \kappa=\frac{2\pi\mu_1\mu_2}{c\Delta},$$

taking $\mu_1\mu_2$ and $\Delta$ positive. Light-induced level shifts are neglected. For comparable dipoles their accumulated phase is of order $\kappa F$, which is 0.030 in the simulation below. In a pulse much longer than the memory time introduced next, only the phase gathered within that time matters, and it is much smaller than $\kappa F$.

The surroundings disturb the phase of $f$ relative to $g$. Let $\theta(t)$ be the random phase, with average correlation

$$\left\langle e^{i[\theta(t)-\theta(t')]}\right\rangle=e^{-\gamma|t-t'|},\qquad \gamma=1/T_2 .$$

Apart from a final phase factor, $c_f=-i\int W(t)e^{i\theta(t)}dt$. Its averaged squared magnitude is the excitation probability:

$$P=\kappa^2\iint I(t)I(t')e^{-\gamma|t-t'|}\,dt\,dt'. \tag{1}$$

Contributions from different times can interfere if they lie within the memory time $T_2$. When the pulse is much longer than $T_2$, $I(t')$ can be replaced by $I(t)$ wherever the exponential is appreciable. Since $\int e^{-\gamma|u|}du=2/\gamma$,

$$P\approx\frac{2\kappa^2}{\gamma}\int I^2dt .$$

This is the squared-intensity law. I define the two-photon cross-section $\delta_2$ by an excitation rate $\tfrac12\delta_2(I/\omega)^2$ per molecule, where $I/\omega$ is the photon flux. Comparison gives $\delta_2=4\kappa^2\omega^2/\gamma$. A definition without the one half would change the quoted cross-section, but not the physical rate.

**How the duration enters**

For a Gaussian pulse with standard deviation $s$,

$$I(t)=\frac{F}{s\sqrt{2\pi}}e^{-t^2/(2s^2)} .$$

Set $t'=t+u$ in (1). Because $t^2+(t+u)^2=2(t+u/2)^2+u^2/2$, the integral over $t$ is Gaussian:

$$A(u)=\int I(t)I(t+u)\,dt
=\frac{F^2}{2\pi s^2}\,s\sqrt\pi\,e^{-u^2/(4s^2)}
=\frac{F^2}{2s\sqrt\pi}e^{-u^2/(4s^2)} .$$

At $u=0$ this is $X$. The full width at half maximum is $\tau=2\sqrt{2\ln2}\,s$, so

$$X=\frac{gF^2}{\tau},\qquad g=\sqrt{\frac{2\ln2}{\pi}}=0.6643. \tag{2}$$

At equal dose and equal shape, exposure is inversely proportional to duration, as long as the squared-intensity law holds.

To see where it stops holding, keep the memory. Equation (1) becomes $P=2\kappa^2\int_0^\infty A(u)e^{-\gamma u}du$. Completing the square,

$$\frac{u^2}{4s^2}+\gamma u=\left(\frac{u}{2s}+\gamma s\right)^2-\gamma^2s^2,$$

and using $v=u/(2s)+\gamma s$, $du=2s\,dv$, we find

$$P=\frac{\kappa^2F^2}{s\sqrt\pi}\,2s\,e^{\gamma^2s^2}\int_{\gamma s}^{\infty}e^{-v^2}dv
=\kappa^2F^2e^{\gamma^2s^2}\operatorname{erfc}(\gamma s). \tag{3}$$

For $\gamma s\gg1$, the remaining integral is approximately $e^{-\gamma^2s^2}/(2\gamma s)$. Then $P\approx\kappa^2F^2/(\sqrt\pi\gamma s)$, which is the $1/\tau$ law. For $\gamma s\ll1$, $P\approx\kappa^2F^2$: duration has disappeared. A very short pulse drives the transition harder, but it also spreads its two-photon spectrum over a wider range, and a narrow resonance uses a smaller part of it.

The crossover can be seen in a model with a photon energy of 1.578 eV, an intermediate state at 3.265 eV, both dipoles equal to 1 atomic unit, $T_2=20$ fs and fixed $\kappa F=0.030$. I propagated its three-state density matrix in small time steps, using the full oscillating field and keeping the intermediate state. The final populations of $f$ are listed below; the finite time step makes the propagated values about 0.3% too low.

| $\tau$ (fs) | propagated | eq. (3) | $1/\tau$ law |
|---|---|---|---|
| 10 | 7.19e-4 | 7.19e-4 | 2.39e-3 |
| 30 | 4.95e-4 | 4.97e-4 | 7.97e-4 |
| 100 | 2.18e-4 | 2.19e-4 | 2.39e-4 |
| 300 | 7.85e-5 | 7.88e-5 | 7.97e-5 |

Shortening the pulse from 300 to 100 fs raises the propagated yield by a factor of 2.8, close to three. From 30 to 10 fs it rises by only 1.5. With this $T_2$, equation (3) gives a ratio of 91 rather than 100 between 100 fs and 10 ps. Equation (3) levels off at $\kappa^2F^2=9.0\times10^{-4}$ instead of growing without limit. The slowly varying envelope assumed above becomes a poor approximation as the pulse approaches a single optical cycle, 2.6 fs here.

**A broad absorption band**

A resist molecule may have a broad band because different molecules have different transition frequencies. Let these have a Gaussian distribution of standard deviation $\sigma$ centred on $2\omega$, and neglect the dephasing of each molecule. Averaging the phase factor over frequency replaces $e^{-\gamma|u|}$ by $e^{-\sigma^2u^2/2}$. Thus

$$P=\frac{\kappa^2F^2}{s\sqrt\pi}\int_0^\infty
\exp\left[-u^2\left(\frac1{4s^2}+\frac{\sigma^2}{2}\right)\right]du .$$

The integral is $\tfrac12\sqrt\pi$ divided by the square root of the bracket, or $\sqrt\pi\,s/\sqrt{1+2\sigma^2s^2}$. Hence

$$P=\frac{\kappa^2F^2}{\sqrt{1+2\sigma^2s^2}} . \tag{4}$$

The two limits are as before, with $1/\sigma$ as the memory time. For an assumed band 0.3 eV wide at half maximum, equation (4) gives a yield ratio of 99.6 between 100 fs and 10 ps, against 100 from the simple law. Going from 100 to 5 fs would gain a factor of about 10, not 20. For the mean yield of one weak pulse, your two settings thus follow the $1/\tau$ law, but a 5 fs pulse does not. The model must not be pushed further. With fixed frequencies and no dephasing, a long pulse excites only the fraction $1/\sqrt{1+2\sigma^2s^2}$ of molecules near resonance, about 1 in 1160 at 10 ps, each with probability up to $\kappa^2F^2$. For the cross-section used below this is 0.039 at 25 pJ and formally 3.9 at 250 pJ, which is no longer weak, and repeated pulses would use up that small group. The conversion formula and compensation rules below assume that every molecule has the same excitation rate. This requires dephasing fast compared with the pulse, or transition frequencies that wander across the band.

**Your two settings**

The peak fluence of a Gaussian beam with $1/e^2$ intensity radius $w$ and pulse energy $E_p$ is $2E_p/(\pi w^2)$. I assume $w=250$ nm:

$$F=\frac{2(25\times10^{-12}\,\mathrm J)}{\pi(2.5\times10^{-5}\,\mathrm{cm})^2}
=25.5\ \mathrm{mJ/cm^2}.$$

A thousand pulses give 25.5 J/cm². The photon energy is 1.590 eV, so each pulse carries $\Phi=1.00\times10^{17}$ photons/cm² at the centre.

Take $\delta_2=10$ GM, where 1 GM is $10^{-50}$ cm⁴ s. The probability of remaining in the ground state during a pulse obeys $\dot n=-\tfrac12\delta_2(\text{photon flux})^2n$. Its solution is $n=e^{-x}$, with

$$x=\frac{\delta_2g\Phi^2}{2\tau}.$$

For 100 fs,

$$x=\frac{10^{-49}\times0.6643\times(1.00\times10^{17})^2}{2\times10^{-13}}
=3.32\times10^{-3}.$$

For 10 ps, $x=3.32\times10^{-5}$. The exposure ratio is 100. The corresponding peak intensities are $2.4\times10^{11}$ and $2.4\times10^9$ W/cm².

Exposure is not yet chemical conversion. Suppose that a fraction $q=0.10$ of excited initiators reacts and the rest return to the ground state with a lifetime of 1 ns. That is long compared with either pulse and short compared with the 12.5 ns between pulses at 80 MHz. The excitation probability per pulse is $p=1-e^{-x}$, and a molecule survives one pulse unreacted with probability $1-qp$. After $N$ pulses the converted fraction is

$$C=1-(1-qp)^N\approx1-e^{-Nqx}\qquad(x\ll1). \tag{5}$$

With $N=1000$, $C$ is 28.2% for 100 fs and 0.332% for 10 ps. Their ratio is 85, not 100, because the short-pulse setting has already consumed a noticeable part of the initiator. At much larger $Nqx$ both conversions approach one and the difference disappears.

**How to compensate**

For weak excitation, equal conversion requires equal $NE_p^2/\tau$ when the spot, wavelength and pulse shape are fixed. Your duration ratio is 100, which leaves two simple choices:

- Keep 1000 pulses and raise the energy by $\sqrt{100}=10$, to 250 pJ. The total dose becomes 255 J/cm².
- Keep 25 pJ and use 100 times as many pulses. The total dose becomes 2546 J/cm².

Integrating the rate equations, with decay during and between pulses included, gives conversions of 28.2% and 28.3% respectively. Raising the pulse energy costs less dose because energy enters squared, whereas pulse count enters linearly.

The same reasoning applies to a steady beam. In a window $T$, the Cauchy–Schwarz inequality gives $F^2\le TX$, with equality for constant intensity. At fixed dose and window, steady light is therefore the least effective choice under the squared-intensity law. Against a steady beam with equal dose per 12.5 ns period, the 100 fs train gains

$$\frac{gT}{\tau}=\frac{0.6643\times12.5\ \mathrm{ns}}{100\ \mathrm{fs}}=8.3\times10^4 .$$

**Pulse width alone can mislead**

Equation (2) compares pulses of the same shape. A sech² pulse, $I_0\operatorname{sech}^2(t/b)$, has $F=2I_0b$, $X=4I_0^2b/3=F^2/(3b)$ and $\tau=2b\operatorname{arccosh}\sqrt2$. Its factor is therefore $g=\tfrac23\operatorname{arccosh}\sqrt2=0.588$, only modestly different from the Gaussian value.

A poor pulse can differ much more. Put 10% of the dose in a 50 fs Gaussian spike and 90% in a concentric 10 ps Gaussian pedestal. The half-maximum width is only about 50 fs, yet $X$ is only 0.092 of that of a clean 300 fs Gaussian with the same dose. The spike contains one tenth of the dose, so its own contribution to $X$ carries a factor of one hundredth. The effective duration $F^2/X$ describes such a pulse better than its width.

Dispersion also matters. Write a Gaussian field as $e^{-at^2}$, with $a=2\ln2/\tau^2$. Its spectrum is proportional to $e^{-\nu^2/(4a)}$, where $\nu$ is the frequency offset. A phase $D_2\nu^2/2$ replaces $1/a$ by $1/a-2iD_2$. The new real decay coefficient of the field is $a/(1+4a^2D_2^2)$, so

$$\tau'=\tau\sqrt{1+\left(\frac{4\ln2\,D_2}{\tau^2}\right)^2}.$$

Dose and spectrum are unchanged. If the optics add an assumed 4000 fs², 100 fs becomes 149 fs and the exposure falls to 0.67 of its former value. For a Gaussian pulse this phase lowers the two-photon spectrum by the same factor at every frequency, so the result does not depend on the width of the absorption band. The 10 ps pulse is hardly stretched, so your factor of 100 becomes about 67 unless the dispersion is compensated.

**What a real resist adds**

Pulses near 100 fs, repetition rates near 80 MHz and milliwatt average powers are typical of two-photon writing; your setting corresponds to 2.00 mW. A cross-section of 10 GM represents a rather weak initiator, and efficient ones can be much stronger. The material values below are rough assumptions for sizing, not measurements on your resist.

Absorption by an already excited molecule can upset the compensation rule. For a symmetric pulse, half the photons on average arrive after the two-photon event. With an excited-state cross-section $\sigma_e=10^{-17}$ cm², the mean number of extra photons is $\sigma_e\Phi/2=0.50$, if this absorption does not saturate. It is the same for both durations at equal fluence, provided the excited state and its cross-section persist through the pulse. Raising the energy tenfold makes the estimate 5. These unsaturated values require the molecule to return from the upper state quickly compared with the pulse, which is more plausible at 10 ps than at 100 fs. If it can take only one extra photon, the means are 0.38 and 0.95 instead. If the extra photons open a new reaction path, $q$ is no longer fixed, and 250 pJ need not reproduce the 100 fs result.

Residual one-photon absorption follows dose. For a cross-section of $10^{-24}$ cm² it adds $1.0\times10^{-7}$ to each exponent, changing the ratio from 100 to 99.7. The two contributions become equal at $\tau=3.3$ ns. Linear absorption is thus negligible for your pulses but not for steady light: there the two-photon exponent per period is $3.32\times10^{-3}/(8.3\times10^4)=4.0\times10^{-8}$, below the linear one.

Heating by absorbed light is small. For $4\times10^{19}$ initiators/cm³ and a heat capacity of 1.8 J/(cm³ K), the two absorbed photons plus 0.50 extra give

$$\delta T=\frac{3.32\times10^{-3}\times4\times10^{19}\times2.50\times1.590\ \mathrm{eV}}{1.8\ \mathrm{J/(cm^3\,K)}}=0.047\ \mathrm K$$

per short pulse, after converting eV to J. The heat from the two-photon step follows $I^2$, or $e^{-4r^2/w^2}$; I use this profile for the extra photons too, although theirs is somewhat narrower. With radial diffusion at $10^{-3}$ cm²/s, its centre cools as $1/(1+t/t_h)$, where $t_h=w^2/(16\times10^{-3}\,\mathrm{cm^2/s})=39$ ns. Summing the pulses gives 0.87 K. This is an upper estimate, because heat also leaves along the beam axis: the Rayleigh length $\pi w^2n/\lambda=0.38$ µm for index $n=1.5$ is comparable to $w$. Heat released by polymerization is not included.

Other strong-field effects are less threatening at 25 pJ. The peak power is 235 W; the self-focusing estimate $0.15\lambda^2/(n n_2)$ is $1.2\times10^6$ W for index $n=1.5$ and $n_2=5\times10^{-16}$ cm²/W. For a 6 eV gap and a free-electron quiver energy $U_p=0.0091$ eV, the Keldysh parameter $\sqrt{6\,\mathrm{eV}/(2U_p)}$ is 18 in this atomic form. The form for a band gap is smaller by $\sqrt2$ and scales as the square root of the reduced mass, giving 13 for the free-electron mass and 9 for half of it. All are well above the tunnelling regime near or below one. Against an assumed breakdown fluence of 1 J/cm², 25 pJ uses 0.025 and the compensated 250 pJ uses 0.25. The actual threshold depends on duration and material, so that margin needs a measurement.

Finally, conversion of initiator is not linewidth. Oxygen can consume the first radicals, radicals diffuse, and the resist needs a minimum degree of crosslinking to survive development. A printed line can therefore respond more abruptly than $C$ does. Timing matters too: at 80 MHz, 100 times as many pulses take 1.25 ms instead of 12.5 µs, which gives oxygen more time to diffuse back in. Equal $C$ then need not print an equal line. For comparing your two settings, record pulse energy, pulse count, spot size and the pulse profile at the focus; the dose alone does not fix the two-photon exposure.
